\section*{Exposure for Coating Blind and Open Cylindrical Pores by Atomic Layer Deposition}

\section*{The problem}

A straight cylindrical pore of length $L$ and diameter $d$ is coated by atomic layer deposition. During one precursor pulse, each wall site can bind one molecule, irreversibly, and there are $K$ sites per unit wall area. A molecule that does not bind leaves the wall without delay in a random direction, with probability per solid angle $\cos\theta/\pi$, where $\theta$ is measured from the wall normal. Molecules meet the wall far more often than each other. The bore hardly changes during one pulse.

The precursor has molecular mass $m$, temperature $T$ and partial pressure $P$ at a mouth. The exposure is $E=\int P\,dt$, which is $Pt$ at constant pressure. The aspect ratio is $a=L/d$. The question throughout is how much exposure coats the whole wall, first with one mouth open and then with two.

\section*{(a) Flux and diffusivity}

\textbf{Question.} Find the flux of molecules onto a mouth and the diffusivity $D$ along a long pore whose wall is already saturated.

\textbf{Solution.} Let $n=P/kT$ be the number density. Molecules moving towards a plane cross it at the rate per area
\begin{equation}
J=n\int_0^\infty v_z\sqrt{\frac{m}{2\pi kT}}\,e^{-mv_z^2/2kT}\,dv_z
=n\sqrt{\frac{kT}{2\pi m}}=\frac{P}{\sqrt{2\pi mkT}} .
\end{equation}
The mean speed of the Maxwell distribution is $\bar v=\sqrt{8kT/\pi m}$, so that
\begin{equation}
\frac{n\bar v}{4}=n\sqrt{\frac{8kT}{16\pi m}}=J,
\qquad \bar v=\frac{4kT}{\sqrt{2\pi mkT}} .
\label{flux}
\end{equation}

For the diffusivity, follow one flight from wall to wall. Let $\alpha$ be its angle to the pore axis and $\psi$ the angle between its projection on the cross-section and the inward normal. Then $\cos\theta=\sin\alpha\cos\psi$ and $d\Omega=\sin\alpha\,d\alpha\,d\psi$, with $0<\alpha<\pi$ and $-\pi/2<\psi<\pi/2$. The projection is a chord of a circle, of length $d\cos\psi$. The flight therefore has length $\ell=d\cos\psi/\sin\alpha$ and axial displacement $z=d\cos\psi\cot\alpha$. The averages are
\begin{align}
\langle\ell\rangle&=\frac d\pi\int_0^\pi\sin\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^2\psi\,d\psi=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle z^2\rangle&=\frac{d^2}\pi\int_0^\pi\cos^2\alpha\,d\alpha
\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi
=\frac{d^2}\pi\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\end{align}
Fast molecules leave a wall more often, so speeds in flight carry the weight $v\cdot v^2e^{-mv^2/2kT}$. With this weight
\begin{equation}
\left\langle\frac1v\right\rangle=
\frac{\int_0^\infty v^2e^{-mv^2/2kT}dv}{\int_0^\infty v^3e^{-mv^2/2kT}dv}
=\frac1{\bar v},
\end{equation}
because the inverse of this quotient is the Maxwell mean speed. Speed and direction are independent, hence the mean flight time is $\langle\tau\rangle=d/\bar v$.

Successive flights are independent and have zero mean displacement. After many flights the variance of position is the number of flights times $\langle z^2\rangle$, and it equals $2D$ times the elapsed time. Therefore
\begin{equation}
D=\frac{\langle z^2\rangle}{2\langle\tau\rangle}
=\frac{2d^2/3}{2d/\bar v}=\frac{d\bar v}{3}.
\label{D}
\end{equation}
This is the Knudsen diffusivity. It describes pores much longer than $d$, in which a molecule makes many flights.

\section*{(b) One open mouth}

\textbf{Question.} Suppose that reaction is so fast, compared with diffusion through the pore, that a sharp front separates saturated wall from bare wall. Find the exposure that coats a long blind pore.

\textbf{Solution.} Let the front be at depth $x$. Between the mouth and the front nothing is consumed, and the gas held in the pore is negligible beside the number of wall sites. The diffusive flux is then the same at every depth, and the density falls linearly from $n$ at the mouth to nearly zero at the front. The flux is $Dn/x$.

In time $dt$ the front advances by $dx$ and fills $\pi d\,K\,dx$ sites. These molecules arrive through the cross-section $\pi d^2/4$:
\begin{equation}
\frac{\pi d^2}{4}\,\frac{Dn}{x}\,dt=\pi d\,K\,dx
\quad\Longrightarrow\quad
x\,dx=\frac{dD}{4K}\,n\,dt .
\end{equation}
In the last fraction $dD$ is the product of diameter and diffusivity. Integration from $x=0$ gives
\begin{equation}
x^2=\frac{dD}{2K}\int n\,dt .
\label{front}
\end{equation}
The depth depends on the time integral of the density, so a varying pressure is covered as well. Set $x=L$, insert $D=d\bar v/3$, multiply by $kT$ to turn density into pressure, and use (\ref{flux}) for $\bar v$:
\begin{equation}
E_{\rm blind}=kT\,\frac{2KL^2}{dD}=kT\,\frac{6Ka^2}{\bar v}
=\frac32\,K\sqrt{2\pi mkT}\;a^2 .
\label{blind}
\end{equation}
The bottom disc has been left out. Its area is a fraction $(\pi d^2/4)/(\pi dL)=1/(4a)$ of the wall area. Because it lies at the far end, it would raise the exposure by a fraction of about $1/(2a)$, as the disc term in part (e) shows.

The number of sites grows as $L$, and the diffusion path to the front also grows as $L$. Their product makes the exposure quadratic in length.

\section*{(c) Two open mouths}

\textbf{Question.} Now open the other end, keeping the pore and the pressure at the first mouth fixed. Find the new exposure when both mouths see the same pressure. Then let the second mouth receive a constant fraction $r$ of the first one's pressure.

\textbf{Solution.} With equal pressures the pore is symmetric about its midplane, so no net flux crosses that plane. Each half behaves as a blind pore of length $L/2$, without a bottom to coat. Equation (\ref{blind}) with $a$ replaced by $a/2$ gives
\begin{equation}
E_{\rm open}=\frac32K\sqrt{2\pi mkT}\left(\frac a2\right)^2
=\frac14\,E_{\rm blind}.
\label{quarter}
\end{equation}

The wall still consumes $\pi dLK$ molecules. Each mouth supplies half of them in a quarter of the time, so the mean flow through each mouth is doubled, since the diffusion paths are half as long. Two mouths with twice the mean flow coat the wall four times as fast. The same factor can be read from the blind pore: by (\ref{front}) its front reaches $L/2$ after a quarter of the total exposure, and the deeper half takes the other three quarters. A second mouth removes the need for that slow part.

For unequal mouths, the sharp fronts advance independently until they meet, because hardly any gas passes either one. If the first mouth has received exposure $E$, the two depths are $L\sqrt{E/E_{\rm blind}}$ and $L\sqrt{rE/E_{\rm blind}}$. Coating is complete when they add to $L$:
\begin{equation}
\sqrt{\frac{E}{E_{\rm blind}}}\,(1+\sqrt r)=1
\quad\Longrightarrow\quad
\frac{E}{E_{\rm blind}}=\frac1{(1+\sqrt r)^2}.
\label{unequal}
\end{equation}
For $r=1$ this is $1/4$, and for $r=0$ it is $1$. For $r=0.25$ it is $1/1.5^2=0.444$. While the fronts stay sharp, the square root makes even a poorly supplied second mouth useful. If molecules often rebound from bare sites, however, the wall beside a very weakly supplied mouth can be the last to be coated, because gas escapes there. Such a mouth may then be better closed.

\section*{(d) Finite reaction rate}

\textbf{Question.} Let a molecule that strikes a bare site bind with probability $\beta$. When does the result of part (c) hold, and what replaces it when reaction is slow?

\textbf{Solution.} Let $\theta(x,t)$ be the fraction of occupied sites. The wall is struck at the rate $n\bar v/4$ per area, so
\begin{equation}
K\frac{\partial\theta}{\partial t}=\beta\,\frac{n\bar v}{4}(1-\theta).
\end{equation}
In a slice of pore, the net diffusive inflow per length, $(\pi d^2/4)D\,\partial^2n/\partial x^2$, equals the consumption $\pi dK\,\partial\theta/\partial t$. Gas storage is again neglected. Define $N(x,t)=\int_0^t n\,dt'$ and integrate both equations in time from a bare wall:
\begin{equation}
D\frac{\partial^2N}{\partial x^2}=\frac{4K}{d}\,\theta,\qquad
\theta=1-e^{-y},\qquad y=\frac{\beta\bar vN}{4K}.
\end{equation}
Time now enters as a parameter. Multiply the first equation by $\beta\bar v/(4KD)$, use $D=d\bar v/3$, and measure distance from the closed end as $sL$:
\begin{equation}
\frac{d^2y}{ds^2}=h^2\,(1-e^{-y}),\qquad
h^2=\frac{\beta\bar vL^2}{dD}=3\beta a^2 .
\label{ode}
\end{equation}
The closed end passes no flux, so $dy/ds=0$ at $s=0$. The bare fraction $e^{-y}$ falls towards zero but never reaches it, so ``complete'' needs a definition. Take it as $99\,\%$ coverage at the deepest point, where $y=y_c=\ln100=4.605$. At the mouth let $y=y_m$. Since $N\bar v/4$ is there equal to $E/\sqrt{2\pi mkT}$,
\begin{equation}
\frac{E}{K\sqrt{2\pi mkT}}=\frac{y_m}{\beta}.
\label{ym}
\end{equation}

Multiplying (\ref{ode}) by $dy/ds$ and integrating from the closed end gives
\begin{equation}
\frac12\left(\frac{dy}{ds}\right)^2
=h^2\left[(y-y_c)+e^{-y}-e^{-y_c}\right].
\end{equation}
Taking the positive root, separating variables and integrating over $0<s<1$ gives an equation for $y_m$:
\begin{equation}
h=\int_{y_c}^{y_m}\frac{dy}{\sqrt{2\,[(y-y_c)+e^{-y}-e^{-y_c}]}} .
\label{quad}
\end{equation}
It can be solved by numerical quadrature and root finding, but a bound already shows the behaviour. At completion $1-e^{-y}$ lies between $0.99$ and $1$ everywhere. Integrating (\ref{ode}) twice with these two values gives
\begin{equation}
0.99\,\frac{h^2}{2}\le y_m-y_c\le\frac{h^2}{2}.
\end{equation}
Hence $y_m\approx y_c+h^2/2$. An open pore has half the length to serve from each mouth, so its $h^2$ is four times smaller, and
\begin{equation}
\frac{E_{\rm open}}{E_{\rm blind}}\approx
\frac{y_c+h^2/8}{y_c+h^2/2}.
\label{cross}
\end{equation}

For $h^2\gg8y_c\approx37$ the ratio tends to $1/4$. In this limit (\ref{ym}) returns $h^2/(2\beta)=3a^2/2$, the blind result of part (b), now without an assumed moving front. For $h^2\ll2y_c\approx9$ the ratio tends to $1$: most of the exposure is spent waiting for reaction, and a second mouth saves almost nothing. A nearly uniform gas density along a bare pore needs the stricter condition $h^2\ll1$.

Take $a=100$ and $\beta=10^{-4}$, for which $h^2=3$. Equation (\ref{cross}) gives $(4.605+0.375)/(4.605+1.5)=0.816$, and the numerical solution of (\ref{quad}) gives $0.817$. Such a pore is long, yet far from diffusion-limited. A large aspect ratio alone does not secure the factor of four.

\section*{(e) Finite length}

\textbf{Question.} Return to fast reaction. Estimate how the resistance of the mouth and the bottom disc change the ratio, and compare with a calculation that does not assume diffusion.

\textbf{Solution.} Let $n_1$ be the density just inside the mouth. Treat the gas on both sides as locally in equilibrium, which is an approximation. The net flux through the mouth is $j=(\bar v/4)(n-n_1)$, and diffusion to the front carries $j=Dn_1/x$. Eliminating $n_1$,
\begin{equation}
n=j\left(\frac4{\bar v}+\frac xD\right)
=\frac{4j}{\bar v}\left(1+\frac{3x}{4d}\right)
\quad\Longrightarrow\quad
j=\frac{J}{1+3x/4d}.
\end{equation}
The site balance $(\pi d^2/4)\,j\,dt=\pi dK\,dx$ now reads
\begin{equation}
\frac{J\,dt}{K}=\frac4d\left(1+\frac{3x}{4d}\right)dx .
\end{equation}
Integration to $x=L$ gives $4a+3a^2/2$. The bottom disc then needs $K$ molecules per area at $x=L$, which adds $1+3a/4$. For the open pore, replace $a$ by $a/2$ and omit the disc. In units of $K\sqrt{2\pi mkT}$,
\begin{equation}
E_{\rm blind}\approx1+\frac{19a}{4}+\frac{3a^2}{2},\qquad
E_{\rm open}\approx2a+\frac{3a^2}{8}.
\label{mouth}
\end{equation}
Dividing, and expanding to first order in $1/a$,
\begin{equation}
\frac{E_{\rm open}}{E_{\rm blind}}\approx
\frac14\,\frac{1+16/(3a)}{1+19/(6a)}
\approx\frac14\left(1+\frac{13}{6a}\right).
\end{equation}
The mouth matters more to the open pore, whose diffusion paths are shorter, so in this estimate the ratio approaches $1/4$ from above.

For the comparison, divide the wall into rings of width $0.2\,d$. Let $F_{ij}$ be the probability that a flight from ring $i$ lands on ring $j$, and $e_i$ the probability that it leaves through an open mouth. They follow from the flight law of part (a): the chance of travelling further than $Xd$ in one axial direction is
\begin{equation}
G(X)=\frac1\pi\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi
\int_0^{\arctan(\cos\psi/X)}\sin^2\alpha\,d\alpha ,
\end{equation}
averaged over starting points in the ring. Let $Y_i$ be the number of impacts per site accumulated on ring $i$, and $\epsilon=E/(K\sqrt{2\pi mkT})$. The impacts come from the mouths and from molecules that struck other sites without binding:
\begin{equation}
Y_i=\epsilon\,e_i+\sum_jF_{ij}(Y_j-\theta_j),\qquad
\theta_i=1-e^{-\beta Y_i}.
\end{equation}
The use of $e_i$ and $F_{ij}$ for arriving molecules rests on the reciprocity of cosine-law exchange. A blind pore has the bottom disc as one more element. Solving these equations by iteration, with $\epsilon$ chosen so that the worst point reaches $99\,\%$, gives for $\beta=1$ the ratios $0.272$, $0.256$ and $0.252$ at $a=25$, $100$ and $500$. From (\ref{mouth}) the values are $0.269$, $0.255$ and $0.251$. The estimate has the right sign and size, but its coefficient $13/6$ is not exact: with $R$ the ring ratio, $a(4R-1)$ is about $2.2$, $2.5$ and $3.1$ at these three aspect ratios and grows slowly with $a$ over this range. The same calculation at $a=500$ with a second mouth at one quarter of the pressure gives $0.447$, against $0.444$ from (\ref{unequal}).

\section*{(f) A porous membrane}

\textbf{Question.} Find the exposures and pulse times for $d=100$ nm, $L=50\ \mu$m, $K=4$ nm$^{-2}$, molar mass $100$ g/mol, $T=473$ K, precursor pressure $0.1$ Torr and $\beta=0.01$. The total pressure, with carrier gas, is $1$ Torr. Which neglected effects matter most?

\textbf{Solution.} The aspect ratio is $a=500$, and $h^2=3(0.01)(500)^2=7500$, well inside the diffusion limit. The mean speed is $316.5$ m/s, and the mouth flux is $J=1.615\times10^5$ nm$^{-2}$\,s$^{-1}$. The time to deliver one molecule per site to an open surface is $K/J=2.477\times10^{-5}$ s. At constant pressure, (\ref{blind}) and (\ref{quarter}) give
\begin{align}
t_{\rm blind}&=\tfrac32(500)^2\,(2.477\times10^{-5}\ {\rm s})=9.3\ {\rm s},\\
t_{\rm open}&=\tfrac14\,t_{\rm blind}=2.3\ {\rm s}.
\end{align}
Multiplied by $0.1$ Torr, the exposures are $0.93$ Torr\,s ($124$ Pa\,s) and $0.23$ Torr\,s ($31$ Pa\,s). Either pore consumes $\pi dLK=6.3\times10^7$ molecules.

\emph{Inside the pore.} The ring calculation with $\beta=0.01$ gives $0.928$ and $0.234$ Torr\,s at ring width $0.2\,d$. The finite ring width lowers both exposures by about $1\,\%$, so for vanishing width they are about $0.94$ and $0.24$ Torr\,s. The shift largely cancels in their ratio, $0.252$. Mouth resistance, the bottom disc and finite sticking together move the ratio by about $1\,\%$. For a rough collision diameter $\sigma=0.5$ nm, the mean free path $kT/(\sqrt2\,\pi\sigma^2P_{\rm tot})$ is $44\ \mu$m, so $d$ is $0.23\,\%$ of it. For a heavy precursor in nitrogen or argon the path is a quarter to a third shorter, and gas collisions in the bore are still rare. The stored gas is a fraction $nd/(4K)=1.3\times10^{-5}$ of the wall sites, which justifies its neglect.

\emph{Outside the pore.} Suppose that $30\,\%$ of the membrane face is open and that a stagnant gas layer of thickness $\delta=1$ mm covers it. With mean free path $\lambda$, take the simple estimate $D_g=\lambda\bar v/3$ for the gas diffusivity, so that $D/D_g=d/\lambda$. For a heavy precursor in a lighter carrier this is too low: hard-sphere kinetic theory with the same $\sigma$ gives a value 2 to 3 times larger in nitrogen or argon, which would reduce the additions below by the same factor. A blind membrane takes up $0.3\,(4KL/d)$ molecules per face area, and drawing them through the layer costs an extra time-integrated density of that uptake times $\delta/D_g$. Relative to $2KL^2/(dD)$ this is
\begin{equation}
2(0.3)\,\frac\delta L\,\frac d\lambda
=0.6\times20\times0.00227=2.7\,\% .
\end{equation}
With both faces open, each face takes half the uptake, but the exposure it is compared with is four times smaller. With the simple estimate of $D_g$ the addition is $5.4\,\%$, and the ratio becomes $0.257$.

\emph{Over many cycles.} A film $10$ nm thick narrows the bore from $100$ to $80$ nm. By (\ref{blind}) the exposure per pulse then rises by $(100/80)^2=1.56$. This is the largest correction to the exposures among the effects estimated so far. It multiplies both alike and leaves their ratio unchanged in the diffusion limit.

\emph{The real case.} These round parameters lie in the rough range of porous anodic-alumina membranes coated with a metal-organic precursor. Sticking probabilities differ widely between precursors, and $0.01$ is a placeholder; at this aspect ratio the quarter needs $\beta$ well above $37/(3a^2)\approx5\times10^{-5}$. Equal supply to both faces is an assumption that can easily fail. A membrane lying on a holder may have its lower mouths starved: at one quarter of the upper pressure the saving falls from a factor of $4$ to $2.25$, and with the lower face sealed it vanishes. A spread of pore diameters also matters, since for equal lengths and separate pores the narrowest one sets the dose. Precursor decomposition and desorption are outside this model. When the pore is diffusion-limited and both faces can be fed equally, lifting the membrane off a holder that had sealed its lower face shortens the required precursor pulse about fourfold at fixed pressure.
